# Why the Omini-Sparavigna iteration can diverge, and why conjugate gradients replace it

## One process, three modes

Take three phonon modes coupled by one energy-conserving process $1+2\leftrightarrow3$, with net rate $W[n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3]$. Write $n=\bar n+\bar n(\bar n+1)\varphi$ with $\bar n$ the Bose function. Since $\omega_1+\omega_2=\omega_3$, both terms equal $P=W\bar n_1\bar n_2(\bar n_3+1)$ in equilibrium. Varying $n_1$ changes the first term by $P(\bar n_1+1)\varphi_1$ and the second by $P\bar n_1\varphi_1$, a net $P\varphi_1$; mode 2 is the same. Varying $n_3$ gives $P\bar n_3\varphi_3-P(\bar n_3+1)\varphi_3=-P\varphi_3$. The linearized rate is $P\,e\cdot\varphi$ with $e=(1,1,-1)$. Each event changes the occupations by $-e$, so $\dot n=-P\,ee^T\varphi$.

Give each mode a further damping $\beta$. A steady drive $b$ then requires $Af=b$ with $A=Pee^T+\beta I$. The naive scheme lets each mode relax at its own rate, $D=(P+\beta)I$, with its partners frozen at their previous values:
$$f_{k+1}=D^{-1}(b+Bf_k),\qquad B=D-A=P(I-ee^T).$$
An error orthogonal to $e$ is multiplied at each step by $P/(P+\beta)<1$. An error along $e$, where $e\cdot e=3$, is multiplied by $P(1-3)/(P+\beta)=-2P/(P+\beta)$. All three modes correct the same imbalance at once, each as if alone, and together they overshoot. For $P>\beta$ the iteration diverges with alternating sign, although $A$ is positive definite and the solution exists.

## The general equation and the iteration

In a gradient, the steady state to first order obeys $v\,(\partial\bar n/\partial T)\nabla T=-A\varphi$, with $\partial\bar n/\partial T=\bar n(\bar n+1)\hbar\omega/k_BT^2$. Setting $\varphi=-f\nabla T$ gives
$$Af=b,\qquad b=\frac{v\,\hbar\omega\,\bar n(\bar n+1)}{k_BT^2}.$$
The current $V^{-1}\sum\hbar\omega v\,\bar n(\bar n+1)\varphi=-\kappa\nabla T$, with $V$ the crystal volume, gives $\kappa=k_BT^2\,b\cdot f/V$. Boundary scattering at rate $|v|/L$ contributes a diagonal $\beta=\bar n(\bar n+1)|v|/L$. Summing over processes,
$$f\cdot Af=\sum P(f_1+f_2-f_3)^2+\sum\beta f^2,\qquad f\cdot Df=\sum P(f_1^2+f_2^2+f_3^2)+\sum\beta f^2 .$$
$A$ is symmetric and positive semidefinite. $D=\bar n(\bar n+1)/\tau$ is the single-mode out-scattering, assumed positive. It is the diagonal of $A$ except where one mode fills both incoming slots: $(2f_1-f_3)^2$ puts $4P$ on the diagonal of $A$ and $2P$ in $D$.

Omini-Sparavigna (OS) starts from the single-mode solution $f_0=D^{-1}b$ and updates each mode by adding $P(f_3-f_2)$ for a process that absorbs it and $P(f_1+f_2)$ for one in which it decays, then dividing by $D$. These terms are the rows of $B=D-A$, so
$$f_{k+1}=D^{-1}(b+Bf_k)=f_k+D^{-1}(b-Af_k),$$
which is Jacobi iteration when $D$ is the diagonal of $A$, and an iteration of the same form otherwise.

Scale with $x=D^{1/2}f$, $\tilde b=D^{-1/2}b$, $\tilde A=D^{-1/2}AD^{-1/2}$. Then $x_{k+1}=\tilde b+(1-\tilde A)x_k$ and $x_0=\tilde b$, so $x_k=\sum_{i=0}^k(1-\tilde A)^i\tilde b$. With orthonormal eigenvectors $u_j$, eigenvalues $\lambda_j$ and $\mu_j=1-\lambda_j$, the geometric sum gives
$$x_k=\sum_j u_j(u_j\cdot\tilde b)\frac{1-\mu_j^{k+1}}{1-\mu_j},\qquad \kappa_k=\frac{k_BT^2}{V}\sum_j w_j\frac{1-\mu_j^{k+1}}{1-\mu_j},\qquad w_j=(u_j\cdot\tilde b)^2 .$$
The components are orthogonal, so $x_k$ converges if and only if $|\mu_j|<1$ wherever $w_j\ne0$. At $\mu=1$ the fraction becomes $k+1$; at $\mu=-1$ it alternates between 1 and 0.

## Which spectral radius counts

The radius over all modes is the wrong test. Without diagonal damping, and with energy conserved exactly in each process, $f=\omega$ makes every bracket vanish, so $\mu=1$ is present. Time reversal gives the process with all wavevectors reversed the same $P$, so $A$ and $D$ commute with parity $q\to-q$. Since $v$ is odd, $b$ is odd and $w_j=0$ in the even sector, which contains the energy vector. Let $\rho_{\rm odd},\rho_{\rm even}$ be $\max|\mu|$ in each sector. The condition $\rho_{\rm odd}<1$ means $0<\lambda<2$, that is, $A$ and $2D-A$ both positive definite on odd vectors. It is sufficient, and necessary when $b$ overlaps the extreme eigenvector. In floating point rounding seeds an even error that scales as $\rho_{\rm even}^k$, so when $\rho_{\rm even}>1$ the even part must be removed before it grows large, most simply at every step, by projecting onto odd vectors, $f(q)\to[f(q)-f(-q)]/2$.

The Cauchy-Schwarz inequality gives $(f_1+f_2-f_3)^2\le3(f_1^2+f_2^2+f_3^2)$, hence $f\cdot Af\le3f\cdot Df$ and
$$0\le\lambda\le3,\qquad -2\le\mu\le1 .$$
Geometric divergence can come only from $\mu<-1$. The bound is reached for $\beta=0$ when signs with $s_1=s_2=-s_3$ can be assigned in all processes. Because $2D-A=(2D_0-A_0)+\beta$, with subscript 0 for the intrinsic part and $\beta\propto1/L$, this form only decreases as $L$ grows: there is at most one critical length $L_c$ per sector, with divergence above it.

The first repair is mixing, $f_{k+1}=f_k+\alpha D^{-1}(b-Af_k)$, with error factors $1-\alpha\lambda$. For $0<\alpha<2/3$ and $0<\lambda\le3$ these lie in $(-1,1)$. The price is paid at the other end: for the smallest eigenvalue the factor rises from $1-\lambda_{\min}$ to $1-\alpha\lambda_{\min}$, closer to one.

## Choosing the coefficients variationally

Both schemes build $x$ from the Krylov space $K_k=\mathrm{span}\{\tilde b,\tilde A\tilde b,\dots,\tilde A^{k-1}\tilde b\}$ with fixed coefficients. Symmetry of $A$ offers a way to choose them. If $\tilde Ax=\tilde b$, expanding $\|y-x\|_A^2\equiv(y-x)\cdot\tilde A(y-x)=y\cdot\tilde Ay-2\tilde b\cdot y+\tilde b\cdot x$ gives
$$\Phi(y)\equiv2\tilde b\cdot y-y\cdot\tilde Ay=\tilde b\cdot x-\|y-x\|_A^2 .$$
Every trial vector bounds $\kappa$ from below, and the best vector in $K_k$ maximizes $\Phi$. Its gradient is $2r$, $r=\tilde b-\tilde Ay$, and $\Phi$ is concave, so the maximizer is fixed by $r\perp K_k$.

Conjugate gradients reach it by a short recurrence. With $x_0=0$ and $r_0=p_0=\tilde b$,
$$\alpha_k=\frac{r_k\cdot r_k}{p_k\cdot\tilde Ap_k},\quad x_{k+1}=x_k+\alpha_kp_k,\quad r_{k+1}=r_k-\alpha_k\tilde Ap_k,$$
$$\gamma_k=\frac{r_{k+1}\cdot r_{k+1}}{r_k\cdot r_k},\quad p_{k+1}=r_{k+1}+\gamma_kp_k .$$
In unscaled variables this is conjugate gradients preconditioned by $D$ (PCG), at one product with $A$ per step, as for OS.

Assume $r_i\cdot r_j=0$ and $p_i\cdot\tilde Ap_j=0$ for $i\ne j\le k$. Using $r_j=p_j-\gamma_{j-1}p_{j-1}$ and the symmetry of $\tilde A$,
$$r_{k+1}\cdot r_j=r_k\cdot r_j-\alpha_k\,p_k\cdot\tilde A(p_j-\gamma_{j-1}p_{j-1}).$$
For $j<k$ each term vanishes by hypothesis; for $j=k$ it is $r_k\cdot r_k-\alpha_kp_k\cdot\tilde Ap_k=0$. Using $\tilde Ap_j=(r_j-r_{j+1})/\alpha_j$,
$$p_{k+1}\cdot\tilde Ap_j=r_{k+1}\cdot(r_j-r_{j+1})/\alpha_j+\gamma_k\,p_k\cdot\tilde Ap_j .$$
For $j<k$ both terms vanish; for $j=k$ they are $-r_{k+1}\cdot r_{k+1}/\alpha_k$ and $\gamma_k\,r_k\cdot r_k/\alpha_k$, which cancel. Each step adds one power of $\tilde A$, so $r_0,\dots,r_{k-1}$ lie in $K_k$; being $k$ orthogonal nonzero vectors, they span it. Hence $r_k\perp K_k$ and $x_k\in K_k$ is the maximizer.

The recurrence needs $p_k\cdot\tilde Ap_k>0$. If $\tilde b$ lies in the range of $\tilde A$, so does every $p_k$, and $\tilde A$ is positive definite there. Also $p_k\cdot r_k=r_k\cdot r_k$, because $p_{k-1}\in K_k$, so $p_k\neq0$ until the residual vanishes. The gain per step is $2\alpha_kp_k\cdot r_k-\alpha_k^2p_k\cdot\tilde Ap_k=\alpha_kr_k\cdot r_k>0$. Since $\Phi(x_k)=\tilde b\cdot x_k+x_k\cdot r_k=\tilde b\cdot x_k$, $\kappa_k$ rises monotonically from below.

Any $y\in K_k$ has error $x-y=\pi(\tilde A)x$, with $\pi$ a polynomial of degree at most $k$ and $\pi(0)=1$, so PCG minimizes $\sum_j\pi(\lambda_j)^2w_j/\lambda_j$. Three choices of $\pi$ give three results, in exact arithmetic. A polynomial vanishing at each distinct excited $\lambda$ shows termination within that many steps. The OS error is $(1-\tilde A)^{k+1}x$, so PCG at step $k+1$ is never worse in the $A$-norm than OS at step $k$. Finally take $\pi=T_k(t)/T_k(t_0)$, a Chebyshev polynomial in $t=(\lambda_{\max}+\lambda_{\min}-2\lambda)/(\lambda_{\max}-\lambda_{\min})$, with $|T_k|\le1$ on the spectrum. At $\lambda=0$, $t_0=(\chi+1)/(\chi-1)$ with $\chi=\lambda_{\max}/\lambda_{\min}$ on the odd sector. Putting $s=(\sqrt\chi+1)/(\sqrt\chi-1)$ gives $(s+1/s)/2=t_0$, so $T_k(t_0)=(s^k+s^{-k})/2\ge s^k/2$ and
$$\|x-x_k\|_A\le2\left(\frac{\sqrt\chi-1}{\sqrt\chi+1}\right)^k\|x\|_A .$$
Only the ratio $\chi$ enters; $\lambda=2$ plays no role.

Convergence of PCG rests on two conditions, the first being that $\tilde b$ lies in the range of $\tilde A$. If $\tilde b$ overlaps a null vector of $\tilde A$, a conserved quantity that carries heat, no solution exists and $\kappa$ is infinite. The null component of $r_k$ never changes, since $\tilde Ap_k$ has none, so the recurrence cannot stop at $r=0$. If $\tilde b$ excites $d$ distinct eigenvalues including zero, $\tilde A$ has rank $d-1$ on the Krylov space, at most $d-1$ conjugate directions have positive curvature, and $p\cdot\tilde Ap=0$ occurs by direction $d$. The second condition is symmetry. With a broadened energy delta the two equilibrium terms differ, the columns of $A$ acquire different weights, and the symmetry is lost. Since $\bar n=e^{-z/2}/(2\sinh\frac z2)$ and $\bar n+1=e^{z/2}/(2\sinh\frac z2)$, $z=\hbar\omega/k_BT$, the weight $P=W/(8\prod_i\sinh\frac{z_i}2)$ agrees with both on resonance and keeps $A$ a sum of squares.

## A solvable chain

Take $N=2M+1=81$ cells, $a=0.4$ nm, cross-section $0.1$ nm², $T=300$ K. Acoustic modes $m=\pm1,\dots,\pm M$ have $\omega=|m|\omega_1$, $\omega_1=2\pi c_s/Na$, $c_s=5000$ m/s. A flat optical branch has $\omega_0=S\omega_1$, $S=M+1=41$, so $\omega_0/2\pi=6.327$ THz and $\hbar\omega_0/k_BT=1.012$. Only acoustic + acoustic $\leftrightarrow$ optical coupling is kept. The pair $(j,S-j)$ goes by umklapp to $S-N=-M$ with $W_U=4W_0\,j(S-j)/S^2$, $W_0=0.02$ ps⁻¹; the pair $(j,-(S-j))$ goes normally to $2j-S$ with $W_N=\eta W_U$, $\eta=4$. Dropping optical modes in no process leaves 122 modes, 80 processes and an odd sector of dimension 61.

For odd $f$ set $f_j=s+d$ and $f_{S-j}=s-d$, with $t$ on optical mode $-M$ and $y$ on $2j-S$. With $P$ the umklapp weight, and mirror processes doubling both forms, each of the $M/2$ pairs contributes at $L=\infty$
$$A:\ P(2s-t)^2+\eta P(2d-y)^2,\qquad D:\ 2(1+\eta)P(s^2+d^2)+Pt^2+\eta Py^2 .$$
The scaled $(d,y)$ block is rank one, with vector $(\sqrt{2\eta/(1+\eta)},-1)$ and eigenvalues $0$ and $1+2\eta/(1+\eta)=2.6$. The $s$ variables share $t$: the scaled form is $\sum_p(\sqrt{g}\,\xi_p-h_p\theta)^2$, where $\xi_p,\theta$ are the scaled $s,t$, $g=2/(1+\eta)$ and $h_p^2=P_p/\sum P$. Vectors $\xi\perp h$ give $g=0.4$; the plane of $h$ and $\theta$ gives $0$ and $1+g=1.4$. In the even sector, $+1$ on acoustic and $-1$ on optical modes gives $\lambda=3$. PCG ends in 3 steps for a right-hand side $A_0y$ with random odd $y$, and for the physical $b$ it breaks down at direction 4.

At finite $L$ the solution is known exactly. Let $f$ equal $Lm\hbar\omega_1/k_BT^2$ on acoustic mode $m$, so that $\beta f=b$. Each active optical mode has $\beta=b=0$ and receives a single value of $f_1+f_2$, proportional to $2j-S$ or, for mode $-M$, to $S$; assigning it that value gives $A_0f=0$. Hence $Af=b$ and $\kappa=(c_sL/V)\sum k_Bz^2\bar n(\bar n+1)$, the ballistic value. The umklapp processes of this model do not resist, because modes $\pm M$ decay only back into the pairs that made them. Single-mode theory misses this, and the iteration must rebuild it.

For $L_c$, restrict $2D-A$ to $(d,y)$ of one pair, whose boundary term is $2\bar\beta d^2$ with $\bar\beta$ the mean of the two $\beta$:
$$2[(2(1+\eta)P+2\bar\beta)d^2+\eta Py^2]-\eta P(2d-y)^2-2\bar\beta d^2=(4P+2\bar\beta)d^2+4\eta P\,dy+\eta Py^2 .$$
The determinant $\eta P(4P+2\bar\beta)-4\eta^2P^2$ vanishes at $\bar\beta=(2\eta-2)P$. A trial subspace can only miss negative directions, so this bounds $L_c$ from above. For $j=20,21$, $P=0.07239$ ps⁻¹ and the mean $\bar n(\bar n+1)$ is $3.8290$:
$$L_c\le\frac{5000\times3.8290}{6\times0.07239\times10^{12}}\ \text{m}=44.08\ \text{nm}.$$
Root finding on the largest eigenvalue from diagonalization gives $44.03$ nm, 0.1% lower than the bound, and $30.17$ nm for the even sector.

The table gives spectra by diagonalization, $\kappa$ in W/(m K) by direct solution, and steps to $\|f-f_k\|_A/\|f\|_A<10^{-6}$; OS is parity-projected, and mixing uses $\alpha=0.6$ without projection.

| $L$ (nm) | 20 | 40 | 200 |
|---|---|---|---|
| $\kappa$ | 33.16 | 66.32 | 331.60 |
| single-mode $\kappa$ | 24.04 | 40.23 | 112.93 |
| odd $\mu_{\min}$ | −0.7505 | −0.9696 | −1.3869 |
| odd $\mu_{\max}$ | 0.7170 | 0.8141 | 0.9459 |
| $\rho_{\rm even}$ | 0.8522 | 1.1063 | 1.6309 |
| OS steps | 40 | 206 | never |
| mixing steps | 69 | 111 | 404 |
| PCG steps | 14 | 17 | 31 |

At 40 nm, between the two thresholds, projected OS converges. Unprojected OS with a random even seed of relative order $10^{-12}$ passes a relative error of $10^{12}$; the seed needs roughly $\ln10^{12}/\ln1.1063\approx270$ steps to reach order one. Because $b$ is odd, $\kappa_k=k_BT^2\,b\cdot f_k/V$ does not see this growth until rounding leaks it across.

At 200 nm OS gives $\kappa_k=139.0,\ 171.8,\ 261.9,\ 438.7,\ 47420$ for $k=1,2,10,20,40$. The fastest-growing mode holds only $5.5\times10^{-6}$ of $\sum w$, so its growth stays invisible for many steps. That mode alone adds $5.47\times10^{-6}\times112.93\times1.3869^{41}/2.3869\approx170$ at $k=40$. Modes with $|\mu|<1$ sum to less than $2\kappa$, so most of the excess comes from other modes with $\mu<-1$. Mixing has extreme odd factors $1-0.6\times2.3869=-0.43$ and $1-0.6\times0.0541=0.9675$; the latter suggests $\ln10^{-6}/\ln0.9675\approx420$ steps, near the 404 found. PCG gives $146.9,\ 214.4,\ 244.4,\ 297.6,\ 330.1$ for $k=1,2,3,5,8$. With $\chi=2.3869/0.0541=44.1$ the Chebyshev factor is $0.7382$, which guarantees the target within $\ln(2\times10^6)/\ln(1/0.7382)\approx48$ steps; 31 suffice.

## A smeared chain where the iteration does not diverge

The bound $\lambda\le3$ allows divergence without forcing it. Consider a diatomic chain with masses 1 and 2, nearest-neighbour harmonic and cubic springs, in units where the spring constant, light mass, cell length and $\hbar$ are one. The weight $W$ is proportional to $|\sum_{\rm bonds}s_1s_2s_3^*|^2/\omega_1\omega_2\omega_3$, with $s_i$ the bond stretch in mode $i$, times a Gaussian of width $0.02$ in $\omega_1+\omega_2-\omega_3$. There are 101 wavevectors, $k_BT=1$, all branch combinations enter through the symmetric weight, and $L$ is measured in the median intrinsic $|v|\tau$, which removes the cubic constant.

For $L=0.1,1,10,100$ the largest odd $\lambda$ is $1.36,1.67,1.78,1.79$, and the largest over both sectors stays below $1.83$. OS converges in all four cases. Its radius, $0.388,0.782,0.935,0.976$, is set by $\lambda_{\min}=0.612,0.218,0.065,0.024$, so the failure here is slowness: at $L=100$ the asymptotic rate corresponds to $\ln10^{-6}/\ln0.9759\approx570$ steps, while PCG needs $7,14,26,35$. The ratio of $\kappa$ to its single-mode value climbs from $1.05$ to $8.96$.

These numbers belong to this mesh and width, not to the chain itself. On the mesh, $\omega_1+\omega_2-\omega_3$ changes sign only for acoustic + acoustic $\leftrightarrow$ optical; the other channels enter through the Gaussian alone, yet they supply about 90% of the intrinsic $D$ for the median mode and break the sign assignment $s_1=s_2=-s_3$. Keeping only the resonant channel, at the same boundary term, raises the largest odd $\lambda$ to $2.12$ at $L=10$ and $2.73$ at $L=100$, beyond the limit of 2. With all channels at $L=100$, widths $0.04,0.01,0.005$ give a largest odd $\lambda$ of $1.34,1.96,2.18$, $\lambda_{\min}=0.038,0.013,0.006$ and a $\kappa$ ratio of $5.1,18.7,22.9$; at width $0.02$, meshes of 201 and 301 wavevectors give a largest odd $\lambda$ of $1.34$ and $1.21$ and ratios $7.6$ and $7.3$. Whether OS converges can thus depend on the smearing and the mesh. The origin of the small $\lambda_{\min}$ is not derived here. It does not lie in nearly resonant normal processes among long-wavelength acoustic modes: at $L=100$, removing those with all three wavevectors within 12 grid points of the zone centre, at the same boundary term, leaves $\lambda_{\min}$ at $0.024$, and the slowest eigenvector has only about 2% of its weight on these modes.

Numbers in the example were calculated in double precision.
